# What a barrier slope per Pauling unit says about Fermi-level pinning

An engineer plots the electron barriers of several metals on hafnium dioxide against the metals' electronegativities and finds a slope of one electronvolt per Pauling unit. Taking "one" to mean "unpinned", she exchanges the gate metal for one whose vacuum work function is 1.1 eV higher and expects the transistor to see all of that change. If the metals follow a commonly quoted trend, 2.3 eV of work function per Pauling unit, the interface model below predicts a change of about 0.48 eV. The threshold voltage is then wrong by more than half a volt, although nothing was wrong with the plot.

## The belief and its appeal

The belief rests on a true statement. Let $\phi_n$ be the electron barrier, measured from the metal's Fermi level up to the conduction-band edge of the oxide. Let $\Phi_M$ be the metal's vacuum work function and $\chi$ the oxide's electron affinity, both positive energies. If no charge gathers at the contact, the vacuum levels of metal and oxide line up, and

$$\phi_n=\Phi_M-\chi .$$

Each extra electronvolt of work function adds an electronvolt to the barrier. The pinning factor

$$S=\frac{d\phi_n}{d\Phi_M}$$

is then 1. At the opposite extreme the barrier ignores the metal, $S=0$, and the Fermi level is said to be pinned. On this scale, one does mean unpinned.

Barriers are also plotted against the Pauling electronegativity $X$, which is tabulated for each element and does not depend on the crystal face or cleanliness of a surface. The slope of that plot is a different quantity,

$$S_X=\frac{d\phi_n}{dX}.$$

Both slopes measure how strongly the barrier follows the metal, both vanish for a fully pinned contact, and both can have values of order one. It is easy to suppose that they also share their upper limit. They do not: $S$ is a pure number, while $S_X$ is measured in eV per Pauling unit, and its value for an unpinned contact depends on how fast the work function itself changes with $X$.

## The conversion

Suppose first that the metals lie on a smooth line $\Phi_M(X)$, with slope $A=d\Phi_M/dX$. The barrier depends on $X$ through the work function, so the chain rule gives

$$S_X=\frac{d\phi_n}{d\Phi_M}\,\frac{d\Phi_M}{dX}=SA,
\qquad\text{hence}\qquad S=\frac{S_X}{A}.$$

For an unpinned contact $S=1$, and therefore $S_X=A$. A commonly quoted empirical line has $A$ of about 2.3 eV per unit. It is not a constant of nature: the metals scatter considerably, and fits to broad sets of metals with current Pauling values can give less than 2. For metals that do follow the line with $A=2.3$, a slope of 1.0 eV per unit becomes

$$S=\frac{1.0}{2.3}=0.43 .$$

The contact is partially pinned: less than half of a change in work function reaches the barrier.

## Where the missing part goes

A simple model shows what such an $S$ means physically. Electronic states in the oxide gap, close to the metal, can exchange electrons with it. Let them have a constant density $D$ per unit energy and area, and let them lie in a sheet at distance $\delta$ from the metal, across a thin region of permittivity $\varepsilon_g$. They are neutral when filled up to the charge neutrality level, which lies $\Phi_{\rm CNL}$ below the oxide's vacuum level. Measured down from the conduction edge, its depth is

$$\phi_{\rm CNL}=\Phi_{\rm CNL}-\chi .$$

The metal's Fermi level lies $\phi_n$ below the same edge. If $\phi_n>\phi_{\rm CNL}$, the Fermi level is below the neutrality level by $\phi_n-\phi_{\rm CNL}$, and the states in that interval have lost their electrons. With $e>0$, the sheet carries the positive charge

$$\sigma=eD(\phi_n-\phi_{\rm CNL}).$$

If $\phi_n<\phi_{\rm CNL}$, the same expression gives the negative charge of extra electrons.

Take the oxide to be undoped and free of field beyond the sheet. The metal then carries $-\sigma$, and Gauss's law gives a field of magnitude $\sigma/\varepsilon_g$ between the two. For positive $\sigma$ it points from the sheet towards the metal, so the electric potential is higher at the sheet by $\sigma\delta/\varepsilon_g$. An electron has charge $-e$, so its energy there is lower by $e\sigma\delta/\varepsilon_g$. The conduction edge moves down by this amount, and the barrier becomes

$$\phi_n=\Phi_M-\chi-\frac{e\sigma\delta}{\varepsilon_g}
=\Phi_M-\chi-\gamma(\phi_n-\phi_{\rm CNL}),
\qquad \gamma=\frac{e^2D\delta}{\varepsilon_g}.$$

Subtract $\phi_{\rm CNL}=\Phi_{\rm CNL}-\chi$ from both sides. The affinity cancels:

$$\phi_n-\phi_{\rm CNL}=\Phi_M-\Phi_{\rm CNL}-\gamma(\phi_n-\phi_{\rm CNL}).$$

Collecting the terms in $\phi_n-\phi_{\rm CNL}$ on the left gives

$$(1+\gamma)(\phi_n-\phi_{\rm CNL})=\Phi_M-\Phi_{\rm CNL},$$

and so

$$\phi_n=\phi_{\rm CNL}+S(\Phi_M-\Phi_{\rm CNL}),\qquad S=\frac{1}{1+\gamma}.$$

With no states, $\gamma=0$ and $S=1$. With very many, $\gamma\to\infty$, $S\to0$ and $\phi_n\to\phi_{\rm CNL}$. Between these limits, the interface dipole takes up the fraction $1-S$ of any change in work function.

The slope read from the electronegativity plot also fixes the density of states. From $S=1/(1+\gamma)=S_X/A$ we have $1+\gamma=A/S_X$, so

$$\gamma=\frac{A}{S_X}-1,\qquad D=\frac{\gamma\,\varepsilon_g}{e^2\delta}.$$

Mistaking $S_X=1$ for $S=1$ would give $\gamma=0$ and $D=0$: the states that absorb more than half of the change would be declared absent.

## Metal gates on hafnium dioxide

Take rough values for hafnium dioxide: an affinity of 2.5 eV and a neutrality level 4.6 eV below vacuum, so that $\phi_{\rm CNL}=4.6-2.5=2.1$ eV. For the interface take $\delta=0.3$ nm and $\varepsilon_g=3\varepsilon_0$. The slope read from the plot is 1.0 eV per unit, and the metals follow the rough line $\Phi_M=0.3+2.3X$, in eV. Then

$$\gamma=\frac{2.3}{1.0}-1=1.3,\qquad
D=\frac{1.3\times3\,\varepsilon_0}{e^2\times0.3\ \text{nm}}
\approx7\times10^{13}\ \text{eV}^{-1}\,\text{cm}^{-2}.$$

A metal with $X=1.5$ has $\Phi_M=0.3+2.3\times1.5=3.75$ eV, and its barrier is

$$\phi_n=2.1+0.435\,(3.75-4.6)=1.73\ \text{eV}.$$

For $X=2.3$ the work function is 5.59 eV and the barrier 2.53 eV. The barrier has risen by 0.80 eV over 0.8 unit, which is the slope of one. The work function, meanwhile, has risen by 1.84 eV. Without interface states the barrier would have risen by 1.84 eV too, and the plot would have shown 2.3 eV per unit.

What matters to the transistor is the effective work function, the value that an unpinned metal would need in order to give the same barrier:

$$\Phi_{\rm eff}=\phi_n+\chi=\Phi_{\rm CNL}+S(\Phi_M-\Phi_{\rm CNL}).$$

Its change is $S\,\Delta\Phi_M$. A vacuum change of 1.1 eV, about the band gap of silicon, gives $0.435\times1.1=0.48$ eV. To move the effective work function by the full 1.1 eV, the vacuum values must differ by $1.1/0.435=2.53$ eV. Aluminium and platinum, with rough work functions of 4.2 and 5.6 eV, differ by 1.4 eV. In this model their effective work functions differ by only $0.435\times1.4=0.61$ eV, well short of the width of the silicon gap, whereas the mistaken reading gives the full 1.4 eV, which is more than that width.

## When 2.3 is the wrong number

Real metals scatter about any line $\Phi_M(X)$, so the chain rule needs a replacement. The least-squares slope of a quantity $y$ against $X$ is ${\rm cov}(y,X)/{\rm var}(X)$, where the covariance is the mean product of the deviations from the two means, and the variance is the mean squared deviation of $X$. In the model $\phi_n$ equals a constant plus $S\Phi_M$. The constant drops out of the deviations and the factor $S$ comes out of the mean, so

$$S_X=\frac{{\rm cov}(\phi_n,X)}{{\rm var}(X)}
=S\,\frac{{\rm cov}(\Phi_M,X)}{{\rm var}(X)}=SA .$$

The conversion survives the scatter if $A$ is fitted to the same metals, with the same weights, as the barriers. The general coefficient carries no such guarantee.

Rough two-figure data show how much this matters. Calcium, magnesium, aluminium, nickel and platinum, picked because they lie within 0.5 eV of the line $0.3+2.3X$, have electronegativities of 1.0, 1.3, 1.6, 1.9 and 2.3 and work functions of 2.9, 3.7, 4.2, 5.1 and 5.6 eV. Their fitted $A$ is 2.11 eV per unit. A barrier slope of 1.0 then means $S=0.47$, close to the earlier 0.43. The selection matters even here: palladium (2.2 and 5.2 eV) also lies within that band, and adding it gives $A=1.99$ and $S=0.50$.

Now take metals nearer to gate practice: aluminium, nickel and platinum as before, with titanium and tantalum (both 1.5 and 4.3 eV), molybdenum (2.2 and 4.6 eV), tungsten (2.4 and 4.6 eV), palladium (2.2 and 5.2 eV) and gold (2.5 and 5.1 eV). For tungsten the line $0.3+2.3X$ predicts 5.8 eV, more than 1 eV above the listed value. Molybdenum and gold also fall far below the line. These metals sit at the high-electronegativity end and pull the slope down, so that $A$ is 0.85 eV per unit. This value depends on the table of electronegativities: with Pauling's older values, which put tungsten at 1.7 and molybdenum at 1.8, the same nine metals give about 1.2. Barrier slope and $A$ must therefore be taken with the same table.

For this second set, an unpinned contact would show a slope of 0.85, less than one. With the interface states of the example, where $S=0.435$, the model barriers have a slope of $0.435\times0.85=0.37$ eV per unit. Dividing by 2.3 would give 0.16 and make the contact look far more strongly pinned than it is. Dividing by the fitted 0.85 recovers 0.435.

If a slope of 1.0 were measured on this second set, the conversion would return $S=1.18$. The model cannot produce that, because $\gamma$ is not negative. Such a result would point to errors in the data or to a metal-dependent effect outside the model, and it would not be evidence of pinning. The errors need not be large: independent random errors of 0.2 eV in the nine work functions spread $A$ by about 0.18 eV per unit. So the number one settles nothing by itself. It means partial pinning when the metals follow the trend, and it has to be compared with their own $A$ when they do not. Where work functions are known for the very films in the plot, it is simpler to plot the barriers against them and read $S$ directly, provided the errors in the work functions are small compared with their spread. Larger random errors make the fitted $S$ too small on average.

## The field must be taken out first

The derivation assumed no field in the oxide, but a barrier is often measured with one present. Let the field have magnitude $F$ and drive electrons from the metal into the oxide. It lowers the barrier in two ways.

The first is the image force. Beyond the sheet, at distance $x$ from the metal, an electron's energy relative to the bare conduction edge at the sheet is

$$U(x)=-\frac{e^2}{16\pi\varepsilon_{\rm opt}x}-eF(x-\delta),$$

where $\varepsilon_{\rm opt}$ is the permittivity at optical frequencies. Setting $dU/dx=0$ gives $x^2=e/(16\pi\varepsilon_{\rm opt}F)$. At this point the first term equals $-eFx$, so the top of the barrier lies below the bare edge by

$$2eFx-eF\delta=\sqrt{\frac{e^3F}{4\pi\varepsilon_{\rm opt}}}-eF\delta .$$

With $\varepsilon_{\rm opt}=4\varepsilon_0$ and $F=1$ MV/cm this is $0.19-0.03=0.16$ eV. The image term takes $\varepsilon_{\rm opt}$ to hold right up to the metal. If the interface region has $3\varepsilon_0$ at optical frequencies as well, the lowering is about 0.15 eV, and the apparent slope found below becomes 0.88 instead of 0.86 eV per unit.

The second is the voltage across the interface region. If the oxide has static permittivity $\varepsilon_{\rm ox}$, Gauss's law at the sheet changes the field between metal and sheet from $\sigma/\varepsilon_g$ to $(\sigma+\varepsilon_{\rm ox}F)/\varepsilon_g$. The barrier equation gains the term $-e\delta\varepsilon_{\rm ox}F/\varepsilon_g$ on its right-hand side. Dividing by $1+\gamma$ as before, the barrier shifts by

$$\Delta\phi_n=-S\,\frac{e\delta\,\varepsilon_{\rm ox}F}{\varepsilon_g}.$$

For $\varepsilon_{\rm ox}=20\varepsilon_0$ and 1 MV/cm, which is 0.1 V/nm, the lowering is $0.435\times0.3\times20\times0.1/3=0.087$ eV.

At the same oxide field, and with the constant density of states assumed here, both shifts are equal for all metals and leave the slope alone. At the same gate voltage they are not. With a negative gate and a fixed potential drop in the silicon, a metal of higher effective work function puts a larger voltage across the oxide. For a 10 nm film, the 0.80 eV between the two end metals of the example adds 0.8 MV/cm. If the first metal sees 1.0 MV/cm, the second sees 1.8 MV/cm, and its barrier is lowered more. With both effects included, the apparent slope is 0.86 instead of 1.0 eV per unit, and the inferred $S$ falls from 0.43 to 0.37. (Starting the field term of the image-force profile at the metal would count the stretch $\delta$ twice and give 0.83 eV per unit.) This estimate takes the difference in field from the zero-field barriers; letting the lowering act back on the field changes the two results slightly, to 0.87 eV per unit and 0.38. Extrapolating each barrier to zero field removes the error, provided the fit contains both a term in $\sqrt{F}$ and a term in $F$. A straight line against $\sqrt{F}$ alone can leave an error in the slope.

## How the model compares with a real gate stack

The oxide parameters are rough but typical of hafnium dioxide. The 10 nm film suits a test capacitor; a transistor's gate oxide is a few nanometres thick. A field of 1 MV/cm is about a quarter of a rough breakdown field of 4 MV/cm, and the 1.8 MV/cm at the second metal is nearly half of it. Direct tunnelling through the 10 nm film is weak: for a carrier mass of 0.15 electron masses and the lowest barrier of the example, 1.73 eV before field lowering, the semiclassical (WKB) estimate of the transmission factor at 1 MV/cm, without its prefactor, is about $e^{-44}$. For a 3 nm film at the same field it is about $e^{-15}$, so tunnelling matters far more there. The lowering would raise it, and leakage through defects is not included. The state density is an effective one, since $\delta$ and $\varepsilon_g$ are not known separately, but $S$ follows from the slope without them.

Two simplifications cost little here. If the density of states grows quadratically away from the neutrality level and has doubled at a distance of 1 eV, a numerical solution of the charge balance gives a slope of 0.975 instead of 1.0 eV per unit. Heating that contact from 300 to 400 K changes the Fermi occupation of the states, which by itself moves the barrier of the $X=2.3$ metal by less than 1 meV; any shift of the band edges with temperature is not included. Fixed charge of $10^{12}$ elementary charges per cm² at the silicon side shifts the flat-band voltage by about 0.10 V, of which 0.09 V falls across the oxide and the rest across the interface region. If charge and thickness are the same in every sample, this changes the intercept of a flat-band plot and not its slope.

The model also assumes that the metal leaves the oxide unchanged, which need not hold in a real stack. Reactive metals can take oxygen from it, and the oxygen vacancies left behind can alter the interface dipole. Let $u$ be the resulting change of the barrier, after the interface states have responded; it depends on the metal. The fitted slope then gains ${\rm cov}(u,X)/{\rm var}(X)$. If that term were 0.3 eV per unit in either direction, a value chosen to show the sensitivity, the slope from the interface states alone would be 0.7 or 1.3, and $S$ would be 0.30 or 0.57 instead of 0.43. For metals on the trend, chemistry of that size changes the degree of pinning inferred from a slope of one, but does not turn it into an unpinned contact.

Numbers in the example were calculated in double precision.
